**Vacancy build-up at a blocking boundary: scaling of the time to a fixed supersaturation**

The program tests the result t = Θ(S)(kT)²/(D F²), with F = |Z\*|eρj, for the time at which the vacancy concentration at a blocked line end reaches S times its initial value. Here D is the vacancy diffusivity, Z\* the effective charge number, ρ the resistivity, j the current density, and Θ a function of S alone. A finite-volume solution of the dimensional drift-diffusion equation is asserted to agree with the formula within 0.5% at S = 1.5, 3 and 10. The scaling exponents from that solution are asserted to lie within 0.01 of 2 for T, −1 for D and −2 for j. Further assertions cover the Laplace transform, the limits of Θ, the apparent activation energies, the formulas for a closed line, vacancy sinks and stress build-up, and the apparent current exponent under Joule heating. For an aluminium line with rough typical parameters at 473 K and 1 MA/cm², the output gives 1.293 h to reach S = 10. It also shows that sinks 1 µm away would hold the supersaturation near 1.05, and that an estimate based on stress build-up to 100 MPa gives about 887 h.

## Numerical check

```python
"""Vacancy build-up at the blocking end of a metal line under electromigration.

Result under test: vacancies obey dC/dt = D C'' + v C' for x > 0, with zero
flux at x = 0 and C = C0 initially and far away. The drift speed is
v = D F/(kT), with force F = Z e rho j. The time to reach C(0,t) = S C0 is
    t = Theta(S) (kT)^2 / (D F^2),
where Theta is the inverse of the universal function G(tau) coded below.
D: vacancy diffusivity, Z: magnitude of effective charge, rho: resistivity,
j: current density, S: supersaturation ratio, tau = v^2 t/D.
Working units: cm, s, eV, A, ohm, K; stress in MPa.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.sparse import diags
from scipy.special import erf

K_B = const.k / const.e          # eV/K
UM = 1e-4                        # cm
HOUR = 3600.0                    # s

# Rough typical values for an aluminium line in an accelerated test
temperature = 473.0              # K
current = 1e6                    # A/cm2
charge = 4.0                     # magnitude of effective charge number
rho_ref = 4.7e-6                 # ohm cm at 473 K
rho_slope = 0.0115e-6            # ohm cm/K
diff_prefactor = 0.02            # cm2/s
e_migration = 0.60               # eV
e_formation = 0.67               # eV
ratio = 10.0                     # chosen supersaturation
atom_volume = 0.0166             # nm3
modulus = 50e3                   # MPa
critical_stress = 100.0          # MPa
metal_thickness = 0.5 * UM
oxide_thickness = 1.0 * UM
oxide_conductivity = 0.014       # W/(cm K)


def build_up(tau):
    """G(tau): concentration ratio at the blocking end."""
    root = np.sqrt(tau)
    return ((1 + tau / 2) * (1 + erf(root / 2))
            + root / np.sqrt(np.pi) * np.exp(-tau / 4))


def build_up_rate(tau):
    return (0.5 * (1 + erf(np.sqrt(tau) / 2))
            + np.exp(-tau / 4) / np.sqrt(np.pi * tau))


def reduced_time(s_ratio):
    """Theta(S), the inverse of G."""
    return brentq(lambda tau: build_up(tau) - s_ratio, 1e-14, 2 * s_ratio)


def diffusivity_at(temp):
    return diff_prefactor * np.exp(-e_migration / (K_B * temp))


def resistivity_at(temp):
    return rho_ref + rho_slope * (temp - 473.0)


def time_to_ratio(s_ratio, temp, j, rho):
    force_here = charge * rho * j
    return (reduced_time(s_ratio) * (K_B * temp)**2
            / (diffusivity_at(temp) * force_here**2))


def evolve(length, diffusivity, drift, t_max, levels=(), push=0.0,
           lifetime=np.inf, closed=False, start=1.0, nodes=700):
    """Finite-volume solution; returns level-crossing times and final value at x=0.

    Flux = -diffusivity*c' - drift*c - push, and is zero at x=0.
    The far end is closed, or is fed by the undisturbed line.
    """
    x = length * np.sinh(3 * np.linspace(0, 1, nodes)) / np.sinh(3)
    gap = np.diff(x)
    width = np.zeros(nodes)
    width[:-1] += gap / 2
    width[1:] += gap / 2
    from_left = diffusivity / gap - drift / 2
    from_right = diffusivity / gap + drift / 2
    main = np.zeros(nodes)
    main[:-1] -= from_left
    main[1:] -= from_right
    matrix = diags([from_left / width[1:], main / width - 1 / lifetime,
                    from_right / width[:-1]], [-1, 0, 1], format="csc")
    source = np.full(nodes, start / lifetime)
    source[0] += push / width[0]
    source[-1] += (-push if closed else drift * start) / width[-1]

    def crossing(level, last):
        def event(t, c):
            return c[0] - level
        event.terminal = last
        event.direction = 1
        return event

    events = [crossing(s, i == len(levels) - 1) for i, s in enumerate(levels)]
    sol = solve_ivp(lambda t, c: matrix @ c + source, (0, t_max),
                    np.full(nodes, start), method="BDF", jac=matrix,
                    events=events or None, rtol=1e-7, atol=1e-9)
    assert sol.success
    times = np.array([hit[0] for hit in (sol.t_events or [])])
    return times, sol.y[0, -1]


# Basic quantities of the example
kt = K_B * temperature
diff_v = diffusivity_at(temperature)
force = charge * rho_ref * current          # eV/cm
drift_v = diff_v * force / kt
pile_length = kt / force
time_unit = pile_length**2 / diff_v
t_main = time_to_ratio(ratio, temperature, current, rho_ref)

# Laplace transform of G, by quadrature
for s in (0.3, 1.0, 2.5):
    numeric = quad(lambda t: np.exp(-s * t) * build_up(t), 0, np.inf)[0]
    m_root = (1 + np.sqrt(1 + 4 * s)) / 2
    assert abs(numeric - (1 / s + m_root / s**2)) < 1e-6
# Growth rate, by finite differences
for tau in (0.1, 1.0, 8.0):
    slope = (build_up(tau + 1e-5) - build_up(tau - 1e-5)) / 2e-5
    assert abs(slope - build_up_rate(tau)) < 1e-6
# Limits of Theta
assert abs(reduced_time(1.01) / (np.pi * 0.01**2 / 4) - 1) < 0.01
assert abs(reduced_time(100.0) / 98.0 - 1) < 1e-6

# Crossing times from the dimensional equation on one fixed grid
levels = (1.5, 3.0, 10.0)


def numerical_times(temp_factor=1.0, diff_factor=1.0, current_factor=1.0):
    d = diff_v * diff_factor
    v = d * force * current_factor / (kt * temp_factor)
    return evolve(1200 * UM, d, v, 1e7, levels)[0]


base_times = numerical_times()
formula_times = np.array([time_to_ratio(s, temperature, current, rho_ref)
                          for s in levels])
assert np.all(np.abs(base_times / formula_times - 1) < 5e-3)
exp_temp = np.log(numerical_times(temp_factor=1.3) / base_times) / np.log(1.3)
exp_diff = np.log(numerical_times(diff_factor=3.0) / base_times) / np.log(3.0)
exp_current = (np.log(numerical_times(current_factor=2.0) / base_times)
               / np.log(2.0))
assert np.all(np.abs(exp_temp - 2) < 0.01)
assert np.all(np.abs(exp_diff + 1) < 0.01)
assert np.all(np.abs(exp_current + 2) < 0.01)


# Apparent activation energies d ln t / d(1/kT)
def apparent_energy(time_function):
    low, high = temperature - 0.5, temperature + 0.5
    return (np.log(time_function(low) / time_function(high))
            / (1 / (K_B * low) - 1 / (K_B * high)))


def ratio_for_fixed_concentration(temp):
    return ratio * np.exp(e_formation * (1 / (K_B * temp) - 1 / kt))


energy_plain = apparent_energy(
    lambda t: time_to_ratio(ratio, t, current, rho_ref))
energy_rho = apparent_energy(
    lambda t: time_to_ratio(ratio, t, current, resistivity_at(t)))
energy_absolute = apparent_energy(
    lambda t: time_to_ratio(ratio_for_fixed_concentration(t), t,
                            current, rho_ref))
theta = reduced_time(ratio)
theta_log_slope = ratio / (theta * build_up_rate(theta))
assert abs(energy_plain - (e_migration - 2 * kt)) < 1e-4
assert abs(energy_rho - (e_migration - 2 * kt
           + 2 * kt * temperature * rho_slope / rho_ref)) < 1e-4
assert abs(energy_absolute - (e_migration - 2 * kt
           + e_formation * theta_log_slope)) < 1e-3

# Closed line of finite length
short_line = 250 * UM
peclet = short_line / pile_length
closed_limit = peclet / (1 - np.exp(-peclet))
_, closed_numeric = evolve(short_line, diff_v, drift_v, 1e6, closed=True)
assert abs(closed_numeric / closed_limit - 1) < 5e-3
closed_time = evolve(short_line, diff_v, drift_v, 1e6, (ratio,),
                     closed=True)[0][0]
assert closed_time > base_times[-1]
minimum_length = pile_length * brentq(
    lambda p: p / (1 - np.exp(-p)) - ratio, 1.0, 2 * ratio)


# Sinks: vacancy lifetime = distance^2 / D
def sink_limit(distance):
    m = (1 + np.sqrt(1 + 4 * (pile_length / distance)**2)) / 2
    return 1 + 1 / (m - 1)


m_needed = 1 + 1 / (ratio - 1)
sink_needed = pile_length / np.sqrt(m_needed * (m_needed - 1))
sink_near = 1.0 * UM
for distance, domain in ((sink_needed, 1200 * UM), (sink_near, 30 * UM)):
    _, steady = evolve(domain, diff_v, drift_v, 1e6,
                       lifetime=distance**2 / diff_v)
    assert abs((steady - 1) / (sink_limit(distance) - 1) - 1) < 0.01

# Stress build-up when sinks keep vacancies in equilibrium with stress
volume_ev = atom_volume * 1e-27 * 1e6 / const.e       # eV/MPa
vacancy_fraction = np.exp(-e_formation / kt)
stress_diff = diff_v * vacancy_fraction * modulus * volume_ev / kt
stress_gradient = force / volume_ev                   # MPa/cm
stress_time = np.pi / (4 * stress_diff) * (critical_stress / stress_gradient)**2
stress_numeric = evolve(60 * UM, stress_diff, 0.0, 10 * stress_time,
                        (critical_stress,), push=stress_diff * stress_gradient,
                        start=0.0)[0][0]
assert abs(stress_numeric / stress_time - 1) < 5e-3
equivalent_stress = kt * np.log(ratio) / volume_ev

# Joule heating of a wide line above an oxide layer
thermal = metal_thickness * oxide_thickness / oxide_conductivity


def heated_temperature(j):
    gain = thermal * j**2
    rise = gain * resistivity_at(temperature) / (1 - gain * rho_slope)
    return temperature + rise


def heated_time(j):
    t_line = heated_temperature(j)
    return time_to_ratio(ratio, t_line, j, resistivity_at(t_line))


heat_rise = heated_temperature(current) - temperature
heated_exponent = (np.log(heated_time(0.99 * current)
                          / heated_time(1.01 * current)) / np.log(1.01 / 0.99))
hot = temperature + heat_rise
heating_response = 2 * heat_rise / (1 - thermal * current**2 * rho_slope)
assert abs(heated_exponent - 2
           - energy_rho * heating_response / (K_B * hot**2)) < 0.01

# Printed values
print(f"Temperature: {temperature:.0f} K; kT: {kt:.5f} eV")
print(f"Current density: {current/1e6:.1f} MA/cm2")
print(f"Effective charge magnitude: {charge:.1f}")
print(f"Resistivity: {rho_ref*1e6:.2f} uohm cm")
print(f"Resistivity slope: {rho_slope*1e6:.4f} uohm cm/K")
print(f"Diffusivity prefactor: {diff_prefactor:.3f} cm2/s")
print(f"Migration energy: {e_migration:.2f} eV")
print(f"Formation energy: {e_formation:.2f} eV")
print(f"Vacancy diffusivity: {diff_v:.3e} cm2/s")
print(f"Electric field: {rho_ref*current:.2f} V/cm")
print(f"Force: {force:.2f} eV/cm")
print(f"Drift speed: {drift_v:.3e} cm/s")
print(f"Pile-up length kT/F: {pile_length/UM:.2f} um")
print(f"Time unit D/v^2: {time_unit:.1f} s")
for s in (1.5, 3.0, 10.0, 100.0):
    print(f"Theta at S = {s:g}: {reduced_time(s):.4f}")
for s, a, b in zip(levels, formula_times, base_times):
    print(f"S = {s:g}: time formula {a:.1f} s, numerical {b:.1f} s")
for i, s in enumerate(levels):
    print(f"S = {s:g}: exponents T {exp_temp[i]:.4f}, "
          f"D {exp_diff[i]:.4f}, j {exp_current[i]:.4f}")
print(f"Main result, time to S = {ratio:g}: {t_main/HOUR:.3f} h")
for j in (0.5e6, 2e6):
    t_j = time_to_ratio(ratio, temperature, j, rho_ref)
    print(f"Time at {j/1e6:.1f} MA/cm2: {t_j/HOUR:.3f} h")
t_523 = time_to_ratio(ratio, 523.0, current, rho_ref)
print(f"Time at 523 K, same resistivity: {t_523/HOUR:.3f} h")
print(f"T^2 factor, 473 to 523 K: {(523/temperature)**2:.4f}")
print(f"1/D factor, 473 to 523 K: {diff_v/diffusivity_at(523.0):.4f}")
print(f"Apparent energy, fixed S and rho: {energy_plain:.4f} eV")
print(f"Apparent energy, fixed S, rho(T): {energy_rho:.4f} eV")
print(f"Apparent energy, fixed concentration: {energy_absolute:.4f} eV")
print(f"d ln Theta/d ln S at S = {ratio:g}: {theta_log_slope:.4f}")
print(f"Closed line: {short_line/UM:.0f} um, vL/D = {peclet:.3f}")
print(f"Closed line, limiting S: {closed_limit:.3f}")
print(f"Closed line, time to S = {ratio:g}: {closed_time/HOUR:.3f} h")
print(f"Shortest closed line for S = {ratio:g}: {minimum_length/UM:.1f} um")
print(f"Limiting S, sink distance 1 um: {sink_limit(sink_near):.4f}")
print(f"Sink distance that allows S = {ratio:g}: {sink_needed/UM:.1f} um")
print(f"Atomic volume: {atom_volume:.4f} nm3; modulus: {modulus/1e3:.0f} GPa")
print(f"Equilibrium vacancy fraction: {vacancy_fraction:.3e}")
print(f"Stress equivalent to S = {ratio:g}: {equivalent_stress:.0f} MPa")
print(f"Stress diffusivity: {stress_diff:.3e} cm2/s")
print(f"Time to {critical_stress:.0f} MPa with sinks: {stress_time/HOUR:.1f} h")
print(f"Stress time / vacancy-only time: {stress_time/t_main:.1f}")
print(f"Metal {metal_thickness/UM:.1f} um, oxide {oxide_thickness/UM:.1f} um")
print(f"Oxide thermal conductivity: {oxide_conductivity:.3f} W/(cm K)")
print(f"Joule temperature rise: {heat_rise:.3f} K")
print(f"Apparent current exponent with heating: {heated_exponent:.4f}")
print("checks complete")
```

It prints:

```
Temperature: 473 K; kT: 0.04076 eV
Current density: 1.0 MA/cm2
Effective charge magnitude: 4.0
Resistivity: 4.70 uohm cm
Resistivity slope: 0.0115 uohm cm/K
Diffusivity prefactor: 0.020 cm2/s
Migration energy: 0.60 eV
Formation energy: 0.67 eV
Vacancy diffusivity: 8.092e-09 cm2/s
Electric field: 4.70 V/cm
Force: 18.80 eV/cm
Drift speed: 3.733e-06 cm/s
Pile-up length kT/F: 21.68 um
Time unit D/v^2: 580.9 s
Theta at S = 1.5: 0.1414
Theta at S = 3: 1.2378
Theta at S = 10: 8.0115
Theta at S = 100: 98.0000
S = 1.5: time formula 82.1 s, numerical 82.2 s
S = 3: time formula 719.0 s, numerical 719.1 s
S = 10: time formula 4653.6 s, numerical 4653.7 s
S = 1.5: exponents T 1.9990, D -1.0000, j -1.9972
S = 3: exponents T 1.9999, D -1.0000, j -1.9996
S = 10: exponents T 2.0000, D -1.0000, j -1.9999
Main result, time to S = 10: 1.293 h
Time at 0.5 MA/cm2: 5.171 h
Time at 2.0 MA/cm2: 0.323 h
Time at 523 K, same resistivity: 0.387 h
T^2 factor, 473 to 523 K: 1.2226
1/D factor, 473 to 523 K: 0.2448
Apparent energy, fixed S and rho: 0.5185 eV
Apparent energy, fixed S, rho(T): 0.6128 eV
Apparent energy, fixed concentration: 1.3513 eV
d ln Theta/d ln S at S = 10: 1.2430
Closed line: 250 um, vL/D = 11.531
Closed line, limiting S: 11.531
Closed line, time to S = 10: 1.523 h
Shortest closed line for S = 10: 216.8 um
Limiting S, sink distance 1 um: 1.0472
Sink distance that allows S = 10: 61.7 um
Atomic volume: 0.0166 nm3; modulus: 50 GPa
Equilibrium vacancy fraction: 7.264e-08
Stress equivalent to S = 10: 906 MPa
Stress diffusivity: 7.472e-14 cm2/s
Time to 100 MPa with sinks: 886.9 h
Stress time / vacancy-only time: 686.1
Metal 0.5 um, oxide 1.0 um
Oxide thermal conductivity: 0.014 W/(cm K)
Joule temperature rise: 1.685 K
Apparent current exponent with heating: 2.1068
checks complete
```
